# Second-neighbour selection between L1_0 and A2B2 order on fcc

**Question**

I am modelling an equiatomic alloy AB on an fcc lattice with pair interactions. The nearest-neighbour interaction favours unlike pairs. L1$_0$, with alternating A and B planes along $[001]$, looks like the obvious ground state. I have also been told to consider the A$_2$B$_2$ structure with ordering wave vector $(1,\tfrac12,0)$ in units of $2\pi/a$, and I cannot get the nearest-neighbour model to tell the two apart.

Is that a mistake in my counting, or is there a reason for it? If I add a second-neighbour interaction, which structure does each sign pick? And how do I know that some third structure does not beat both? I would like to see the signs and factors of two, and some idea of whether the answer means anything for a real alloy such as CuAu.

**Answer**

Your counting is right: the two structures have the same nearest-neighbour energy. I first set up the energy, then count bonds, and then look for the reason.

**Energy and conventions**

Put $\sigma=+1$ on an A atom and $\sigma=-1$ on a B atom. For one shell of neighbours, the three pair energies can be written as

$$V(\sigma,\sigma')=c+g(\sigma+\sigma')+J\sigma\sigma' .$$

This gives $V_{AA}=c+2g+J$, $V_{BB}=c-2g+J$ and $V_{AB}=c-J$. Adding the first two and subtracting twice the third leaves $4J$, so

$$J=\frac{V_{AA}+V_{BB}-2V_{AB}}{4}.$$

Positive $J$ favours unlike pairs. The terms in $c$ and $g$ depend only on the composition. I hold the composition at one half and the lattice rigid, so these terms are the same for every structure compared and can be dropped. What remains, per site, is

$$E=\tfrac12\left(J_1S_1+J_2S_2\right),\qquad S_n=\Big\langle \sigma_i\sum_{j\in\text{shell }n}\sigma_j\Big\rangle .$$

The average runs over sites $i$, and the factor $\tfrac12$ makes each pair count once. $S_n$ is the number of like neighbours minus the number of unlike neighbours in shell $n$. Throughout, $J_1>0$.

Write the sites as $(i,j,k)\,a/2$ with $i+j+k$ even. The 12 nearest neighbours are displaced by $(\pm1,\pm1,0)$ and its permutations, and the 6 second neighbours by $(\pm2,0,0)$ and its permutations.

**Counting the bonds**

L1$_0$ is $\sigma=(-1)^k$. Four nearest neighbours have the same $k$ and are like; eight have $k\pm1$ and are unlike. All six second neighbours change $k$ by an even number and are like. Hence $S_1=4-8=-4$ and $S_2=6$.

For A$_2$B$_2$, the phase of the wave at site $(i,j,k)$ is $\pi n/2$ with $n=2i+j$. The pattern $+,+,-,-$ for $n=0,1,2,3$, repeated with period 4, is

$$\sigma(n)=\sqrt2\cos\!\left(\frac{\pi n}{2}-\frac{\pi}{4}\right).$$

Neighbours come in opposite pairs, which change $n$ by $+m$ and $-m$. The cosine addition formula gives

$$\sigma(n+m)+\sigma(n-m)=2\cos\!\left(\frac{\pi m}{2}\right)\sigma(n),$$

so each neighbour contributes $\cos(\pi m/2)$ to $S$, with $m=2\Delta i+\Delta j$.

- $(\pm1,\pm1,0)$ and $(0,\pm1,\pm1)$: $m$ is odd, so the contribution is $0$.
- $(\pm1,0,\pm1)$: $m=\pm2$, so four neighbours contribute $-1$ each.
- $(\pm2,0,0)$: $m=\pm4$, contribution $+2$ in total.
- $(0,\pm2,0)$: $m=\pm2$, contribution $-2$ in total.
- $(0,0,\pm2)$: $m=0$, contribution $+2$ in total.

Thus $S_1=-4$ and $S_2=2$, and the energies are

$$E(\mathrm{L1_0})=-2J_1+3J_2,\qquad E(\mathrm{A_2B_2})=-2J_1+J_2,$$

$$E(\mathrm{A_2B_2})-E(\mathrm{L1_0})=-2J_2 .$$

At $J_2=0$ they are degenerate. If $J_2<0$, like second neighbours are favoured and L1$_0$, where all six are like, is lower. If $J_2>0$, unlike second neighbours are favoured and A$_2$B$_2$, where two of the six are unlike, is lower.

**Why nearest neighbours cannot decide**

Both structures are stacks of the same plane. Look at the $(010)$ planes, each with fixed $j$, and consider

$$\sigma=\tau_j(-1)^k,\qquad \tau_j=\pm1\ \text{chosen freely for each plane}.$$

Inside a plane, the four nearest neighbours $(\pm1,0,\pm1)$ are all unlike and contribute $-4$. A site also has four nearest neighbours in the plane $j+1$. Two of them, $(\pm1,1,0)$, have the same $k$ and contribute $+2\tau_j\tau_{j+1}$. The other two, $(0,1,\pm1)$, contribute $-2\tau_j\tau_{j+1}$. They cancel, and the same happens with plane $j-1$. Reversing a whole plane therefore costs no nearest-neighbour energy, and $S_1=-4$ for every sequence $\tau_j$.

The second neighbours do link planes, but only $j$ with $j\pm2$. The four that stay in the plane are like, so $S_2=4+2\langle\tau_j\tau_{j+2}\rangle$ and

$$E=-2J_1+2J_2+J_2\langle\tau_j\tau_{j+2}\rangle .$$

L1$_0$ has constant $\tau_j$, so the average is $+1$. In A$_2$B$_2$, raising $i$ by one raises $n$ by two and reverses $\sigma$. So $\sigma=(-1)^i g_j$ with $g_j=+,+,-,-$. Since $i+j+k$ is even, $(-1)^i=(-1)^{j+k}$, and hence $\tau_j=(-1)^jg_j=+,-,-,+$. This sequence has $\tau_{j+2}=-\tau_j$, and the average is $-1$. The two structures are the opposite extremes of one family, which explains both the degeneracy and the gap of $2|J_2|$.

**Can a third structure win?**

Comparing two candidates does not settle this. A lower bound on the energy of all patterns does. In a large periodic crystal write $\sigma_{\mathbf R}=\sum_{\mathbf q}s_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$. Because $\sigma^2=1$ on every site, $\sum_{\mathbf q}|s_{\mathbf q}|^2=1$. The energy is diagonal in $\mathbf q$:

$$E=\tfrac12\sum_{\mathbf q}J(\mathbf q)|s_{\mathbf q}|^2\ \ge\ \tfrac12\min_{\mathbf q}J(\mathbf q),$$

where $J(\mathbf q)$ is the sum of $J_n\cos(\mathbf q\cdot\mathbf d)$ over the neighbour vectors $\mathbf d$. For $\mathbf q=(2\pi/a)(h_1,h_2,h_3)$, set $x=\cos\pi h_1$, $y=\cos\pi h_2$, $z=\cos\pi h_3$. The four vectors $(\pm1,\pm1,0)$ sum to $4xy$, and the two vectors $(\pm2,0,0)$ to $2\cos2\pi h_1=2(2x^2-1)$. With

$$p=xy+yz+zx,\qquad Q=x^2+y^2+z^2,\qquad s=x+y+z,$$

this gives

$$J(\mathbf q)=4J_1p+4J_2Q-6J_2,\qquad Q=s^2-2p .$$

One inequality is needed: $p\ge-1$. The variables lie in the cube $[-1,1]^3$ and $p$ is linear in each one separately, so its minimum is reached at a corner. There $p=3$ if all signs agree and $p=-1$ otherwise.

*Case $J_2<0$.* The first term is at least $-4J_1$. Since $Q\le3$, the other two are at least $12J_2-6J_2=6J_2$. So $E\ge-2J_1+3J_2$, which L1$_0$ attains.

Equality requires $x,y,z=\pm1$ with mixed signs. On the lattice sites these are the three waves $(-1)^i$, $(-1)^j$, $(-1)^k$. A combination with amplitudes $\alpha,\beta,\gamma$ takes four values, one for each allowed set of parities of $i,j,k$:

$$\alpha+\beta+\gamma,\quad \alpha-\beta-\gamma,\quad -\alpha+\beta-\gamma,\quad -\alpha-\beta+\gamma .$$

They add to zero. If all are $\pm1$, two are $+1$ and two are $-1$. The six ways to do this are the six L1$_0$ states: three axes and two signs.

*Case $0<J_2<J_1/2$.* Insert $Q=s^2-2p$:

$$J(\mathbf q)=4(J_1-2J_2)p+4J_2s^2-6J_2\ \ge\ -4J_1+2J_2+4J_2s^2 .$$

The step uses $p\ge-1$ and a positive factor $J_1-2J_2$. Hence $E\ge-2J_1+J_2$, which A$_2$B$_2$ attains.

Equality needs $s=0$ and $p=-1$. When three numbers sum to zero, two of them, say $x$ and $y$, satisfy $xy\ge0$. With $z=-(x+y)$, $p=xy-z^2=-1$, so $z^2=1+xy$. As $z^2\le1$, this forces $xy=0$. One cosine is therefore 0 and the other two are $1$ and $-1$, which is the star of $(1,\tfrac12,0)$, the W points.

Could several W waves mix into another two-valued pattern? For the $y$ axis the two real waves are $(-1)^i\cos(\pi j/2)$, nonzero for even $j$, and $(-1)^i\sin(\pi j/2)$, nonzero for odd $j$. Call their amplitudes $a_y,b_y$, and likewise for the other axes. Each parity class of sites sees three amplitudes:

- (even, even, even): $a_x,a_y,a_z$
- (even, odd, odd): $a_x,b_y,b_z$
- (odd, even, odd): $b_x,a_y,b_z$
- (odd, odd, even): $b_x,b_y,a_z$

Within a class, moving by two units along one axis reverses one amplitude alone, so all sign combinations $\pm u\pm v\pm w$ occur, and each must have square 1. Equating $(u+v+w)^2$ and $(u+v-w)^2$ gives $(u+v)w=0$. Reversing $v$ gives $(u-v)w=0$. So $uw=vw=0$, and by the same argument $uv=0$. One amplitude in each class is $\pm1$ and the other two vanish.

Suppose it is $a_y$ in the first class, so $a_x=a_z=0$. The third class then gives $b_x=b_z=0$, and the second gives $b_y=\pm1$. The pattern is $(-1)^i[\pm\cos(\pi j/2)\pm\sin(\pi j/2)]$, which is A$_2$B$_2$ with one of four phases. Three axes make 12 states, all related by symmetry.

*Case $J_2>J_1/2$.* Now use $p=(s^2-Q)/2$:

$$J(\mathbf q)=2J_1s^2+(4J_2-2J_1)Q-6J_2\ \ge\ -6J_2 .$$

The bound $E\ge-3J_2$ is attained by L1$_1$, with alternating $(111)$ planes, $\sigma=(-1)^{(i+j+k)/2}$. It has $S_1=0$ and $S_2=-6$. It is not the only such pattern: second neighbours link the sites into four separate simple cubic sublattices, and reversing all atoms of one sublattice leaves both sums unchanged. A$_2$B$_2$ still beats L1$_0$ here, but it is no longer the ground state.

**Numbers**

Take $J_1=30$ meV and $J_2=\pm3$ meV. For $J_2=-3$ meV,

$$E(\mathrm{L1_0})=-60-9=-69\ \text{meV},\qquad E(\mathrm{A_2B_2})=-60-3=-63\ \text{meV per site}.$$

For $J_2=+3$ meV they become $-60+9=-51$ meV and $-60+3=-57$ meV. The gap is 6 meV per site either way, or 0.58 kJ per mole of sites, with opposite sign. L1$_1$ would take over above $J_2=15$ meV.

An enumeration of all 65,536 configurations of a 16-site periodic cell, $a\times2a\times2a$, gives the same minima. It finds 6 ground states for $J_2=-3$ meV and 8 for $J_2=+3$ meV. The latter is 8 and not 12 because the four variants with period $2a$ along $x$ do not fit the cell.

At $J_2=0$ it finds 30, and the plane sequences account for all of them. The cell has 4 planes normal to $y$, 4 normal to $z$ and 2 normal to $x$, giving $16+16+4=36$ sequences. A pattern in both the $y$ and $z$ families satisfies $\tau_j(-1)^k=\upsilon_k(-1)^i=\upsilon_k(-1)^{j+k}$, where $\upsilon_k$ are the signs of the $z$ planes. So $\tau_j(-1)^j=\upsilon_k$ for all $j,k$, which makes both sides constant and the pattern L1$_0$. The other pairs of families work the same way. Each of the six L1$_0$ states is thus counted twice, and $36-6=30$.

**What can overturn the choice**

*Farther neighbours.* The third shell consists of $(\pm2,\pm1,\pm1)$ and permutations, 24 vectors. In L1$_0$, 16 of them change $k$ by an odd number and 8 by an even one, so $S_3=-8$. In A$_2$B$_2$, the rule $\cos(\pi m/2)$ gives zero except for the eight vectors $(\pm1,\pm2,\pm1)$, where $m=0$ or $\pm4$, so $S_3=+8$. The fourth shell, $(\pm2,\pm2,0)$ and permutations, gives $12$ in L1$_0$ and $-4+4-4=-4$ in A$_2$B$_2$. Hence

$$E(\mathrm{A_2B_2})-E(\mathrm{L1_0})=-2J_2+8J_3-8J_4 .$$

A third-neighbour coupling counts four times as much as $J_2$. For $J_2=+3$ meV and $J_4=0$, the gap closes at $J_3=0.75$ meV and L1$_0$ is the lower of the two beyond that. With no coupling beyond the fourth shell, the sign of $J_2$ is therefore certain to decide between these two, whatever the signs of $J_3$ and $J_4$, only if $4(|J_3|+|J_4|)<|J_2|$. Farther shells can matter too. The fifth drops out of the gap, but the sixth, $(\pm2,\pm2,\pm2)$, adds $-8J_6$, and the seventh, $(\pm3,\pm2,\pm1)$ and permutations, adds $+16J_7$.

*Wrong atoms at 300 K.* Reversing one atom changes the sign of all its bonds and costs $-2(J_1S_1+J_2S_2)$. For $J_2=+3$ meV this is $-2(-120+18)=204$ meV in L1$_0$ and $-2(-120+6)=228$ meV in A$_2$B$_2$, against $k_BT=25.9$ meV. I let atoms exchange with a reservoir whose chemical potentials cancel the $g$ terms, so that A and B errors cost the same. Including all states with one or two wrong atoms in a 32-site periodic cell lowers the free energy by 0.011 meV per site in L1$_0$ and by 0.004 meV per site in A$_2$B$_2$. Larger clusters of wrong atoms on the infinite lattice raise the L1$_0$ value by about 0.0004 meV and leave the A$_2$B$_2$ value at 0.004 meV. That favours L1$_0$, but by far too little to matter against 6 meV. This estimate omits lattice vibrations and does not apply near the ordering temperature, where wrong atoms are no longer rare and independent.

*Relaxation.* L1$_0$ is tetragonal, so a real crystal changes its $c/a$. At constant volume, to first order, the strains are $e$ along $c$ and $-e/2$ along the other two axes. The elastic energy density is

$$u=\tfrac12C_{11}\left(e^2+\tfrac12e^2\right)+C_{12}\left(\tfrac14e^2-e^2\right)=\tfrac34(C_{11}-C_{12})e^2 .$$

If ordering exerts a constant stress, the total is $-fe+\tfrac12\kappa e^2$ with $\kappa=\tfrac32(C_{11}-C_{12})$. It is lowest at $e_0=f/\kappa$, where it equals $-\tfrac12\kappa e_0^2$. The gain thus equals the stored energy $u(e_0)$.

Rough values in the range of CuAu are a cubic lattice parameter $a=0.39$ nm before relaxation, an axial ratio $c/a=0.93$ of the relaxed cell, $C_{11}=180$ GPa and $C_{12}=140$ GPa. From $c/a=(1+e)/(1-e/2)$,

$$e=\frac{c/a-1}{1+\tfrac12\,c/a}=\frac{-0.07}{1.465}=-0.048 .$$

With a volume $a^3/4=0.0148$ nm$^3$ per site, the gain is about 6 meV per site, of the same size as the whole $J_2$ gap. This gives only the order of magnitude. It is proportional to $C_{11}-C_{12}$, so 30 GPa would give about 5 meV and 47 GPa about 7 meV. It also assumes that the energy stays quadratic up to 5% strain, which need not hold for a distortion from fcc towards bcc.

**What this says about CuAu**

CuAu does order in L1$_0$ with $c/a$ below 1. The couplings used here are round numbers meant for the general regime of such an alloy, not fitted to it. The rigid lattice is an assumption that clearly fails here. With $J_2=+3$ meV it prefers A$_2$B$_2$ by 6 meV, and relaxing L1$_0$ alone would roughly cancel that. A$_2$B$_2$ would also relax, by an amount I have not estimated, so the sign of the final difference is open in this example. Consequently, observing L1$_0$ does not by itself show that the rigid-lattice $J_2$ is negative. For a real alloy you would compare fully relaxed total energies of both structures. You would also include other candidates, because the proof that no third structure wins covers only $J_1$ and $J_2$ on a rigid lattice. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
J1 = 30.0 meV, |J2| = 3.0 meV
L1_0: signed sums, shells 1-4 = -4, 6, -8, 12
A2B2: signed sums, shells 1-4 = -4, 2, 8, -4
L1_1: signed sums, shells 1-4 = 0, -6, 0, 12
J2 = -3.0 meV: E(L1_0) = -69.00, E(A2B2) = -63.00 meV/site
  gap A2B2 - L1_0 from bond count = 6.00 meV/site
  16-site enumeration: minimum = -69.00 meV/site, number of ground states = 6
J2 = +0.0 meV: E(L1_0) = -60.00, E(A2B2) = -60.00 meV/site
  gap A2B2 - L1_0 from bond count = 0.00 meV/site
  16-site enumeration: minimum = -60.00 meV/site, number of ground states = 30
J2 = +3.0 meV: E(L1_0) = -51.00, E(A2B2) = -57.00 meV/site
  gap A2B2 - L1_0 from bond count = -6.00 meV/site
  16-site enumeration: minimum = -57.00 meV/site, number of ground states = 8
configurations enumerated = 65536
two-valued patterns made of W waves = 12
random plane sequences: largest J1 energy change = 0.0e+00 meV/site
wave-vector scan, J2 = -12 meV: lower bound = -96.00 meV/site
wave-vector scan, J2 = -3 meV: lower bound = -69.00 meV/site
wave-vector scan, J2 = +3 meV: lower bound = -57.00 meV/site
wave-vector scan, J2 = +12 meV: lower bound = -48.00 meV/site
wave-vector scan, J2 = +18 meV: lower bound = -54.00 meV/site
wave-vector scan, J2 = +30 meV: lower bound = -90.00 meV/site
L1_1 takes over above J2 = J1/2 = 15.0 meV
gap size = 6.00 meV/site = 0.579 kJ/mol of sites
gap change per unit J1, J2, J3, J4 = 0, -2, 8, -8
for J2 = +3 meV the gap vanishes at J3 = 0.75 meV (J4 = 0) or J4 = -0.75 meV (J3 = 0)
temperature = 300 K, kT = 25.85 meV
L1_0, J2 = +3 meV: one wrong atom costs 204.0 meV, thermal gain = 0.0111 meV/site
A2B2, J2 = +3 meV: one wrong atom costs 228.0 meV, thermal gain = 0.0041 meV/site
rough inputs: a = 0.39 nm, c/a = 0.93, C11 = 180 GPa, C12 = 140 GPa
axial strain at constant volume = -0.0478
volume per site = 0.01483 nm^3
rough L1_0 relaxation gain = 6.3 meV/site
relaxation gain / J2 gap = 1.06
```
